Two-current conduction and deviations from Matthiessen's rule in a model ferromagnet, part 1

(Sections cited here and not found follow in the second part.)

Take a model ferromagnetic metal and dissolve in it enough of an impurity A to give a residual resistivity of 1.00 μΩ cm. In a second sample dissolve enough of an impurity B to give, again, 1.00 μΩ cm. Put both amounts into one sample. Matthiessen's rule, that independent scatterers add their resistivities, predicts 2.00 μΩ cm. The Boltzmann equation for this model gives 4.49 μΩ cm, although the impurities are dilute and uncorrelated and their scattering rates add exactly. The excess of 2.49 μΩ cm is larger than the sum it is added to. It arises because the current flows in two channels, majority spin ↑ and minority spin ↓, and because A gives the ↓ channel ten times the resistivity of the ↑ channel, while B gives the ↑ channel five times the resistivity of the ↓ channel.

The metal is taken as a uniform, collinear, single-domain ferromagnet in a weak uniform field E = E ê. Each spin σ has a spherical Fermi surface, with density of states per volume N_σ and speed v_σ at the Fermi level; σ̄ denotes the opposite spin, and the electron charge is −e. The mean free path l obeys k_F l ≫ 1, so that the Boltzmann equation applies. Scattering is at first elastic. The rate from (k, σ) to (k′, σ′) is w_σσ′(μ) δ(ε − ε′)/V, with μ = k̂·k̂′ and V the volume. It is a golden-rule rate, proportional to the squared modulus of a matrix element of a Hermitian potential, and so it is the same in both directions, w_σσ′ = w_σ′σ. Dependence on μ alone excludes skew scattering and any dependence on the angle between current and magnetisation.

In the steady state the force −eE balances collisions:

−(eE/ħ)·∇_k f = −Σ (w/V) δ(ε−ε′) [f(1−f′) − f′(1−f)] = −Σ (w/V) δ(ε−ε′) (f − f′)

where the sum runs over k′ and σ′ and a prime marks the final state. The products ff′ cancel because the rate is symmetric. Write f = f₀ + b(ε) φ_σ(k̂), with f₀ the Fermi function and b = −∂f₀/∂ε > 0. To first order in E the left side needs only f₀, and ∇_k f₀ = −ħ v b, so the left side is +eE·v b. On the right, f₀ drops out because ε = ε′, and b is common to both terms for the same reason. The sum over k′ becomes V∫dε′ N_σ′ ⟨…⟩′, where ⟨…⟩ is the average over directions. Dividing by −b,

−e v_σ E_σ ê·k̂ = Σ_σ′ N_σ′ ⟨ w_σσ′(μ) [φ_σ(k̂) − φ_σ′(k̂′)] ⟩′   (1)

The field has been given a spin label as a bookkeeping device; physically E↑ = E↓ = E. For kT small against the scale on which N, v and w vary, ∫b dε = 1 fixes everything at the Fermi level, and the current of spin σ along ê is

j_σ = −e N_σ v_σ ⟨ ê·k̂ φ_σ ⟩   (2)

Equation (1) has a solution of the form φ_σ = c_σ ê·k̂. The only integral needed is the vector ⟨w(μ) k̂′⟩′. Its components perpendicular to k̂ vanish, because w is unchanged by rotations about k̂, and its component along k̂ is ⟨wμ⟩. With the moments

w⁰ = ⟨w⟩,  w¹ = ⟨wμ⟩,  w^tr = w⁰ − w¹

this reads ⟨w k̂′⟩′ = w¹ k̂, every term of (1) is proportional to ê·k̂, and

−e v_σ E_σ = c_σ [N_σ w^tr_σσ + N_σ̄ w⁰↑↓] − c_σ̄ N_σ̄ w¹↑↓   (3)

No other solution carries a different current. Multiply the right side of (1) by N_σ φ_σ, average over k̂, sum over σ, and exchange the names of the initial and final states in half of the result. This gives ½ Σ N_σ N_σ′ ⟨⟨w (φ − φ′)²⟩⟩, which is never negative. The difference of two solutions makes this form vanish, so for kernels that are positive at all angles it is constant over each Fermi surface. A constant is a shift of chemical potential and carries no current in (2).

Since ⟨(ê·k̂)²⟩ = 1/3, equation (2) gives j_σ = −e N_σ v_σ c_σ/3, so c_σ = −3 j_σ/(e N_σ v_σ). Insert this in (3) and divide by −e v_σ. In the last term the factor N_σ̄ cancels against the 1/N_σ̄ in c_σ̄. The result is E_σ = Σ R_σσ′ j_σ′ with

R_σσ = 3 (N_σ w^tr_σσ + N_σ̄ w⁰↑↓)/(e² N_σ v_σ²)
R↑↓ = R↓↑ = −3 w¹↑↓/(e² v↑ v↓)   (4)

The matrix is symmetric because w is, and it is positive because Σ j_σ R_σσ′ j_σ′ is the quadratic form found above. Define the spin-mixing resistivity and the channel resistivities by

x ≡ ρ↑↓ = −R↑↓,  ρ_σ = R_σσ − x

so that

E = ρ↑ j↑ + x (j↑ − j↓)
E = ρ↓ j↓ + x (j↓ − j↑)   (5)

The mixing term acts as a friction between the two currents. It comes from the scattering-in term of (1) and contains the first moment w¹↑↓, so it measures only those spin flips in which the electron hands its direction of motion on to the other channel. A spin flip into a random direction has w¹↑↓ = 0 and x = 0: it destroys current in the channel it leaves and creates none in the other, and it merely raises R↑↑ and R↓↓. Flips that favour backward directions give x < 0. For equal bands, N↑ = N↓ = N and v↑ = v↓ = v, the definitions give

ρ_σ = 3 (w^tr_σσ + w^tr↑↓)/(e² v²),  x = 3 w¹↑↓/(e² v²)   (6)

For a parabolic band N v²/3 = n/m with n the density per spin, so ρ_σ = m/(n e² τ_σ) with 1/τ_σ = N(w^tr_σσ + w^tr↑↓). A flip without change of direction has w⁰ = w¹; it contributes to x and nothing to ρ_σ.

The determinant of (5) is (ρ↑ + x)(ρ↓ + x) − x² = ρ↑ρ↓ + x(ρ↑ + ρ↓). Cramer's rule gives j↑ = E(ρ↓ + 2x)/det and j↓ = E(ρ↑ + 2x)/det, the 2x being the sum of the diagonal x of the other channel and the off-diagonal x. Adding the currents and forming ρ = E/(j↑ + j↓) gives the Fert-Campbell formula,

ρ = [ρ↑ρ↓ + ρ↑↓(ρ↑ + ρ↓)] / [ρ↑ + ρ↓ + 4ρ↑↓]   (7)

which is exact within the elastic spherical model. With S = ρ↑ + ρ↓ and D = ρ↓ − ρ↑ one has 4ρ↑ρ↓ = S² − D². Four times the numerator of (7) is then S² − D² + 4xS = S(S + 4x) − D², and

ρ = S/4 − D²/[4(S + 4x)]   (8)

At x = 0, (7) is two resistors in parallel. For x → ∞ at fixed ρ_σ the currents are forced to be equal and ρ → S/4. In between, dρ/dx = D²/(S + 4x)², which is never negative, so at fixed ρ_σ a larger x raises the resistivity whenever the channels differ and does nothing when they are alike. With the asymmetry ratio α = ρ↓/ρ↑, D/S = (α − 1)/(α + 1), and the initial slope is

dρ/dx at x = 0 equals [(α − 1)/(α + 1)]²   (9)

which is (9/11)² = 0.669 for α = 10.

A second reading of (7) will carry the physical argument. Multiply the equations (5) by j↑ and j↓ and add: the Joule heat is ρ↑j↑² + ρ↓j↓² + x(j↑ − j↓)². Let y = j↑/j be the fraction of the total current j carried by ↑. The heat per j² is

Q(y) = ρ↑ y² + ρ↓ (1 − y)² + x (2y − 1)²   (10)

Its derivative is 2[ρ↑y + x(2y − 1)] − 2[ρ↓(1 − y) − x(2y − 1)] = 2(E↑ − E↓)/j, so the physical condition of equal fields is the condition that Q is stationary. The coefficient of y² is S + 4x = R↑↑ + R↓↓ − 2R↑↓, positive because R is, so the stationary point is a minimum and

Q(y) = ρ + (S + 4x)(y − y₀)²,  y₀ = (ρ↓ + 2x)/(S + 4x)   (11)

The current divides itself so as to dissipate least, and any other division costs an amount quadratic in the misfit.

The numerical check tests (4) by solving the integral equation (1) on a grid of 12 × 24 directions per spin, without assuming the form of φ, applying a field to each spin separately and inverting the resulting conductance matrix. For unequal bands (k↑ = 12 nm⁻¹, k↓ = 8 nm⁻¹, masses m_e and 2m_e, kernels of the form w ∝ exp(κμ)) all four elements of R agree with (4) to a relative 10⁻⁸, and an isotropic flip kernel gives a vanishing off-diagonal element. This case has a negative channel resistivity: ρ↑ = −0.3735, ρ↓ = 135.44 and x = 4.652 μΩ cm. Formula (7) still holds: the numerator is −50.6 + 4.652 × 135.07 = 577.8, the denominator is 135.07 + 18.61 = 153.68, and the ratio 3.760 μΩ cm is the grid value. The sign follows from (4). The flip part of ρ_σ is 3N_σ̄w⁰/(e²N_σv_σ²) − x. Dividing the first term by x gives (N_σ̄v_σ̄/N_σv_σ)(w⁰/w¹), and N v = k²/(2π²ħ) on a sphere, so

ρ_σ (flip part) = x [ (k_σ̄/k_σ)² w⁰↑↓/w¹↑↓ − 1 ]   (12)

The flip kernel has κ = 4 and w¹/w⁰ = 0.7507. For ↑ the bracket is (64/144)/0.7507 − 1 = −0.408 and the flip part is −1.898 μΩ cm; for ↓ it is 2.25/0.7507 − 1 = 1.997, giving 9.29 μΩ cm. Both are the values found on the grid with flips alone, and here the spin-conserving part of ρ↑ is too small to compensate the negative term. Nothing unphysical has happened, since only R must be positive. Equation (3) shows that forward flips tend to equalise c↑ and c↓, which means j_σ ∝ k_σ², whereas the friction term in (5) is written relative to equal currents; the mismatch is absorbed into ρ_σ. For k↑ ≠ k↓ the brackets in (12) for the two spins cannot both vanish, so at least one ρ_σ changes with the flip strength, and the limit of large x at fixed ρ_σ is not reached by turning up the flips. For k↑ = k↓, even with unequal masses, both brackets are w⁰↑↓/w¹↑↓ − 1, which vanishes only for flips without change of direction; that is the case in which x can be turned up at fixed ρ↑ and ρ↓.

At finite temperature forward spin flips are supplied by long-wavelength magnons, and these collisions are inelastic. A magnon lowers the spin along the majority direction by one unit, so an ↑ electron of energy ε becomes ↓ by absorbing a magnon of energy ω, ending at ε′ = ε + ω, and the reverse process emits one. The magnons are assumed to stay in equilibrium, with Bose occupation n_B(ω); magnon drag is neglected. With β = 1/kT, the net rate from ↑ to ↓ is W[f(1−f′)n_B − f′(1−f)(n_B+1)]. In equilibrium the two terms are equal, because f₀/(1−f₀) = exp(−βε) with ε measured from the chemical potential, so that f₀(1−f₀′)/[f₀′(1−f₀)] = exp(βω) = (n_B+1)/n_B. Call their common value Π = W f₀(1−f₀′)n_B. Since b = βf₀(1−f₀), the deviation δf = bφ changes ln f by β(1−f₀)φ and ln(1−f) by −βf₀φ. The linearised net rate is

βΠ [ (1−f₀)φ − f₀′φ′ − (1−f₀′)φ′ + f₀φ ] = βΠ (φ − φ′)

The collision term has the same structure as before, but it now couples different energies. Take equal bands with constant N and v, elastic spin-conserving rates γ_σ = N w^tr_σσ, and magnon energies tied to the scattering angle. For a dispersion quadratic in q above a minimum energy ω₀, q² = 2k_F²(1 − μ) makes μ linear in ω, so μ(ω) = 1 − 2(ω − ω₀)/Ω for ω₀ ≤ ω ≤ ω₀ + Ω, and the angular average becomes ∫dω/Ω. Rotational symmetry still gives φ_σ = c_σ(ε) ê·k̂, and with a constant coupling rate g and K(ε, ε′) = gβ f₀(ε)[1 − f₀(ε′)] n_B(ε′−ε)/Ω inside the window,

−eEv b(ε) = γ↑ b(ε) c↑(ε) + ∫dε′ K(ε,ε′) [c↑(ε) − μ c↓(ε′)]
−eEv b(ε′) = γ↓ b(ε′) c↓(ε′) + ∫dε K(ε,ε′) [c↓(ε′) − μ c↑(ε)]   (13)

and j = −(eNv/3) Σ_σ ∫b c_σ dε. Set c = −eEv u and write (13) as M u = b, with the scalar product (·,·) meaning a sum over spin and an integral over energy. The conductivity is (e²Nv²/3)(b, u). The operator M is symmetric, since the same K and μ appear in both lines, and positive, since (u, Mu) = Σγ_σ∫b u_σ² + ∫∫K[u↑² + u↓′² − 2μ u↑u↓′] and |μ| ≤ 1.

An energy-independent u does not solve (13). The flip rate out of an ↑ state is ∫K dε′/b = g⟨n_B(1−f₀′)/(1−f₀)⟩. Far above the Fermi level both Pauli factors are 1 and the rate is g⟨n_B⟩; far below, 1−f₀ ≈ exp(βε), the ratio is exp(βω), and the rate is g⟨n_B+1⟩. Kohler's variational principle controls the error of ignoring this. Let ũ be constant in energy for each spin, with the two constants fixed by requiring (13) to hold after integration over energy. Multiplying the two integrated equations by ũ↑ and ũ↓ and adding gives (ũ, Mũ) = (b, ũ). Using this, Mu = b and the symmetry of M,

(u − ũ, M(u − ũ)) = (b,u) − 2(b,ũ) + (b,ũ) = (b,u) − (b,ũ) ≥ 0   (14)

The trial conductivity lies below the true one, so the trial resistivity is an upper bound. The integrated equations need ∫b dε = 1 and one Fermi integral. The detailed-balance ratio gives f₀ − f₀′ = f₀(1−f₀′) − f₀′(1−f₀) = f₀(1−f₀′)[1 − exp(−βω)], and 1/[1 − exp(−βω)] = n_B + 1. The area between two Fermi functions displaced by ω is ω. Hence ∫f₀(ε)[1 − f₀(ε+ω)]dε = ω(n_B+1), and with

κ_l = g ∫(dω/Ω) μ^l βω n_B(n_B + 1),  l = 0, 1

the integrated equations are 1 = (γ_σ + κ₀)ũ_σ − κ₁ũ_σ̄. Substituting j_σ = e²Nv²E ũ_σ/3 turns them into (5) with

x = 3κ₁/(e²Nv²),  ρ_σ = 3(γ_σ + κ₀ − κ₁)/(e²Nv²)   (15)

For inelastic mixing, then, (7) is an upper bound on the resistivity and not its value. For γ_σ > 0 the constant is exact at g = 0, so u − ũ is of order g and by (14) the gap is of order g², while x is of order g. The first-order rise of the resistivity is therefore unaffected by the approximation within this model. That rise is not (9) times x, because (15) raises ρ↑ and ρ↓ as well: by (10) and (11) the rise per unit x is (2y₀ − 1)² + (κ₀/κ₁ − 1)[y₀² + (1 − y₀)²], with y₀ the division at g = 0, which is 0.669 + 0.815 = 1.484 for the parameters below. For the pure host, γ_σ = 0, both resistivities are proportional to g, and the gap is a fixed fraction of ρ however weak the coupling. The program solves (13) on an energy grid in units e = N = v = kT = 1, with γ↑ = 1, γ↓ = 10 and ω from 0.5 to 4.5. There κ₀/g = 0.4104 and κ₁/g = 0.2077. For g = 10, x = 6.23, ρ↑ = 3(1 + 2.027) = 9.08 and ρ↓ = 3(10 + 2.027) = 36.08, so (7) gives (327.7 + 281.4)/(45.16 + 24.92) = 8.69. The full solution is 8.10, so the formula is too high by 7.3% of the full value for these parameters. The window is a model choice. It places the q = 2k_F magnon at 4.5 kT and gives κ₁/κ₀ ≈ 0.5, whereas a spin-wave stiffness of a few hundred meV Å² with k_F = 10 nm⁻¹ places it near 40 kT or more at room temperature, where the thermal flips are nearly forward. The error is sensitive to the lowest magnon energy: at the same x, γ_σ and Ω it is about 2% for ω₀ = 0.05 and 24% for ω₀ = 2. Between g = 0.01 and g = 0.001 the gap falls by a factor 99.2, against 100 for a pure g² law; the program asserts the inequality and this scaling. The argument leading to (14) uses only symmetry and positivity, so it applies also to non-spherical Fermi surfaces with the trial function φ ∝ v·ê, where (7) is again a bound; that case is not among the tests.

For elastic scattering on spherical Fermi surfaces, the two-current formula (7) gives the resistivity exactly; for inelastic spin mixing it is only an upper bound. What remains is to put two kinds of impurity into one sample and find how far Matthiessen's rule fails, first without spin mixing and then with it.

Numerical values quoted here were computed with a short program.
